Upward integration of the projected-range equation and its memory of the start

An ion-range calculation can fail in three simple ways. If the path length is taken for the depth, 20 keV boron in silicon comes out at 148 nm in the model below, where the projected range is 82 nm. If the range equation is integrated downward from a guess at high energy, the error of the guess grows. If it is integrated upward, a starting value is needed at an energy so low that nobody knows it well. The third difficulty is harmless for a light ion and less so for a heavy one. The rule that separates the two cases follows from the equation itself.

**Model and conventions**

An ion of mass M1 and kinetic energy E moves through a random, infinite solid with N atoms of mass M2 per unit volume. Put μ = M2/M1. The projected range R(E) is the mean displacement, measured along the initial direction, when the ion has stopped. Target atoms are initially at rest, nuclear collisions are elastic and binary, and their azimuth is random. Electrons slow the ion continuously without deflecting it. Speeds are non-relativistic.

Stopping powers are positive energy losses per unit path: Sn for nuclei, Se for electrons, St = Sn + Se. If T is the energy given to an atom and dσ the differential cross-section,

Sn = N ∫ T dσ.

**How energy loss fixes the deflection**

Let p and p′ be the ion momenta before and after a collision, q the recoil momentum, and ψ the deflection angle in the laboratory. Since q = p − p′ as vectors,

q² = p² + p′² − 2pp′ cos ψ.

Insert q² = 2M2T, p² = 2M1E and p′² = 2M1(E − T):

2M2T = 2M1E + 2M1(E − T) − 4M1 √[E(E − T)] cos ψ.

Divide by 4M1E and write t = T/E:

μt/2 = 1 − t/2 − √(1 − t) cos ψ.

Therefore

cos ψ = [1 − (1 + μ)t/2] / √(1 − t).

For small t, 1/√(1 − t) = 1 + t/2 + O(t²). The product is

cos ψ = 1 − (1 + μ)t/2 + t/2 + O(t²) = 1 − μt/2 + O(t²).

A heavy target atom takes up momentum at little cost in energy, so for a given energy loss the deflection grows with μ.

**The range equation**

Follow the ion over a short path δx. It advances by δx and loses Se δx to electrons. With probability N δx dσ it also suffers a collision with transfer T. Afterwards its mean displacement along its new direction is R(E − T). The component of this along the old direction is cos ψ R(E − T); the sideways part averages to zero over azimuth and does not contribute. Hence, to first order in δx,

R(E) = δx + N δx ∫ dσ cos ψ R(E − T) + (1 − N δx ∫ dσ) R(E − Se δx).

Replace R(E − Se δx) by R − Se δx R′, where the prime means d/dE. Cancel R(E), drop terms in δx², and divide by δx:

1 = N ∫ dσ [R(E) − cos ψ R(E − T)] + Se R′.

If the total cross-section diverges through very soft collisions, a lower cutoff in T is kept during this step and removed afterwards. The bracket is proportional to T at small T, so the remaining integral is finite whenever Sn is.

Now assume that each collision takes a small fraction of E:

cos ψ R(E − T) = [1 − μT/(2E)] [R − T R′] + O(T²)
= R − T R′ − μT R/(2E) + O(T²).

The bracket becomes T R′ + μT R/(2E). Using N ∫ T dσ = Sn gives Biersack's first-order equation,

St R′ + μSn R/(2E) = 1.

The second term is the loss of direction. Followed forward along the path s, the mean direction cosine c obeys

dc/ds = −μSn c/(2E), dE/ds = −St,

because each transfer T multiplies the mean cosine by 1 − μT/(2E). Without this term, R is the path length ∫ dE/St.

**Decay of a starting error**

Let two solutions differ by δ(E). Subtracting their equations removes the 1 on the right:

St δ′ = −μSn δ/(2E).

Divide by St δ and multiply by E:

d ln|δ| / d ln E = −a(E), a(E) = μSn/(2St).

Integration from the start E0 gives

δ(E) = δ(E0) exp[−∫ a d ln E],

with the integral running from E0 to E. For purely nuclear stopping St = Sn, so a = μ/2 and

δ(E) = δ(E0) (E/E0)^(−M2/(2M1)).

The nuclear stopping need not be constant for this law to hold: Sn(E) has cancelled. What matters is the absence of electronic stopping.

For constant Sn = S the whole solution can be written down. With k = μ/2, the equation is

R′ + kR/E = 1/S.

Multiplication by E^k turns the left side into a total derivative:

(E^k R)′ = E^k/S.

Integrate and divide by E^k:

R = E/[S(1 + k)] + C E^(−k),
C = E0^k {R(E0) − E0/[S(1 + k)]}.

The first term is the range; the second is the memory of the start. Relative to the growing range, the error falls as E^(−1−k). As E → 0 the memory term diverges unless C = 0, so the equation has one regular solution, and upward integration approaches it.

Two limits show the role of electrons. If Sn/St has a constant value f, the exponent is −fμ/2. If a instead falls as a1(E1/E)^r above some energy E1, with r > 0, then

∫ a d ln E = a1/r

from E1 to infinity. This is finite, so the absolute error stops decaying and settles at a nonzero value. Only the growth of R then reduces its relative weight.

**The scheme**

The singular 1/E and the wide energy span both suggest the variable u = ln E. Since dR/du = E R′,

dR/du = b − aR, b = E/St.

Take equal steps h in u, which means a geometric energy grid. The trapezoidal rule between nodes 0 and 1 reads

R1 − R0 = (h/2)[b0 − a0R0 + b1 − a1R1].

Collect R1 on the left:

R1 = [(1 − ha0/2)R0 + h(b0 + b1)/2] / (1 + ha1/2).

The rule is implicit, but the equation is linear and no iteration is needed. A starting error D obeys the same recurrence with b = 0, so its surviving fraction can be carried along.

  input E0, Emax, n, R0, μ, functions Sn(E), Se(E)
  h = ln(Emax/E0)/n
  E = E0; R = R0; D = 1
  a = μ Sn(E)/[2(Sn(E) + Se(E))]
  b = E/[Sn(E) + Se(E)]
  repeat n times:
    E = E exp(h)
    St = Sn(E) + Se(E)
    anew = μ Sn(E)/(2 St); bnew = E/St
    g = (1 − h a/2)/(1 + h anew/2)
    R = g R + (h/2)(b + bnew)/(1 + h anew/2)
    D = g D
    a = anew; b = bnew
    store E, R, D

If the value of Sn(E) is kept when St is formed, the cost is one evaluation of each stopping power and a few arithmetic operations per step. One pass yields the range at every node up to Emax. Apart from the stored table, memory use does not depend on n.

The value R0 depends on what counts as stopped. If an ion is counted as stopped on reaching E0, then R0 = 0. If the remaining motion is to be included and St and a are nearly constant below E0, try R = wE. The equation E R′ + aR = E/St gives w(1 + a) = 1/St, hence

R0 ≈ E0/[St(1 + a)].

If St instead varies as E^p below E0, with 0 < p < 1 and a still nearly constant, the same steps with R = wE^(1−p) give

R0 ≈ E0/[St(1 − p + a)].

The difference matters in the example below, where St falls toward zero energy: for arsenic at 10 eV, the formula for constant St is too small by more than a factor of two.

**Stability and step size**

For constant a, one step multiplies an error by

g = (1 − ha/2)/(1 + ha/2).

For every h > 0 and a > 0, |g| < 1. If ha > 2, however, g is negative and the error alternates in sign. For varying a, the numerator contains the old value and the denominator the new one. Because Se ≥ 0 implies a ≤ μ/2, the condition h < 4/μ keeps the numerator positive, and then 0 < g < 1 wherever a > 0. This is a sufficient condition; accuracy asks for smaller steps.

The discrete decay exponent is

(ln g)/h = −a[1 + (ha)²/12 + …],

from ln[(1 − z)/(1 + z)] = −2(z + z³/3 + …) with z = ha/2. The scheme therefore does not have the exact power built in. It approaches it with an error of order h².

A plain Euler step of size ΔE has the error factor 1 − aΔE/E. It is unstable for ΔE/E > 2/a and changes the sign of the error already for ΔE/E > 1/a. A uniform energy grid is most dangerous at its first step. For boron at 10 eV in the example below, a = 1.115. A first step of 100 eV would multiply the starting error by 1 − 11.15 ≈ −10.

**Boron and arsenic in silicon**

The target is silicon treated as amorphous, but with the density of the crystal, 49.96 atoms per nm³. The masses of boron-11, arsenic-75 and silicon are 11.009, 74.922 and 28.086 u. Integration starts at 10 eV with R0 = 0.

Nuclear stopping is the universal ZBL fit. With a0 the Bohr radius, e² = 1.44 eV nm, and γ = 4M1M2/(M1 + M2)² the largest possible T/E,

A = 0.8854 a0/(Z1^0.23 + Z2^0.23),
ε = A M2 E/[Z1Z2e²(M1 + M2)],
s(ε) = ln(1 + 1.1383ε)/[2(ε + 0.01321ε^0.21226 + 0.19593ε^0.5)],
Sn = NπA²γE s(ε)/ε.

This form of s is used for ε < 30. At four values of ε from 0.1 to 3, it agrees within 1.0 % with stopping computed from scattering angles in the universal potential. Boron at 100 keV reaches ε ≈ 10, where the fit is about 4 % too low; this makes the range quoted below for that energy about 3 nm too long. Electronic stopping is the Lindhard–Scharff formula, with v the ion speed and v0 the Bohr speed:

Se = 8πN e² a0 Z1^(7/6) Z2 (v/v0)/(Z1^(2/3) + Z2^(2/3))^(3/2).

For boron, μ = 28.086/11.009 = 2.551 and the nuclear exponent is −1.276. For arsenic, μ = 0.375 and the exponent is −0.187. With Se set to zero, the scheme reproduces both exponents to four decimals, for constant Sn and for the ZBL Sn alike.

Take boron with constant nuclear stopping of 100 eV/nm. At 20 keV,

R = (20000/100)/(1 + 1.2756) = 87.9 nm,

and a starting error of 1 nm at 10 eV has shrunk to

2000^(−1.2756) nm = 6.2 × 10⁻⁵ nm.

With the real energy dependence and electronic stopping, boron at 20 keV has Sn = 65.4 and Se = 91.9 eV/nm. The local exponent is then

−1.2756 × 65.4/(65.4 + 91.9) = −0.53,

less than half the nuclear value. At 1 keV it is −1.02. Of a 1 nm starting error, 0.077 nm remains at 100 eV, 0.0065 nm at 1 keV, and 5.5 × 10⁻⁴ nm at 20 keV. The last value is about nine times the purely nuclear one, yet still negligible beside the range of 82.3 nm.

Arsenic remembers more. The same 1 nm error leaves 0.67 nm at 100 eV, 0.45 nm at 1 keV and 0.27 nm at 20 keV. The arsenic range at 20 keV is 18.9 nm, so the remainder is 1.4 % of it. The 1 nm is a test size, larger than the whole residual range of arsenic at 10 eV in this model. For a heavy ion in a light target, the starting value still deserves an estimate, and its surviving fraction should be reported.

These fractions describe the memory of the first-order equation. Hard collisions change them, and in opposite directions for the two ions. In the unexpanded balance, with the scaled cross-section given below and a 1 nm offset assigned to all energies under 10 eV, arsenic keeps about 0.41 nm at 20 keV instead of 0.27 nm. Boron keeps only about 4 × 10⁻⁶ nm, and its offset has the opposite sign at 100 eV. The contrast between the light and the heavy ion grows, but for arsenic the first-order fraction understates the memory. The fractions should not be read as properties of the ion itself.

Downward integration inverts these factors. For boron, an error at 20 keV is multiplied by 1/(5.5 × 10⁻⁴) ≈ 1800 on the way to 10 eV: an error of 0.01 nm becomes about 18 nm.

The first-order boron ranges are 5.6 nm at 1 keV, 21.3 nm at 5 keV, 82.3 nm at 20 keV, 207 nm at 50 keV and 399 nm at 100 keV. An independent calculation runs the other way. It follows the 20 keV ion downward through tiny collisions, each step removing one thousandth of the energy, multiplies the exact cosines, and adds up the depth. It gives 82.29 nm, against 82.26 nm from the upward integration.

The step errors at 20 keV, relative to a 6400-step solution, are 0.025 nm for 100 trapezoidal steps and 0.0063 nm for 200. Their ratio of four is that of a second-order method. Euler with 100 steps on the same grid is off by −0.083 nm. The quoted ranges use 800 steps; doubling that number shifts the 20 keV result by −3 × 10⁻⁴ nm.

**What first order leaves out**

The expansion assumed T ≪ E, but boron can give silicon up to γ = 0.81 of its energy in one collision. A cross-section that yields constant Sn shows the consequence. Let K be a constant and cap the transfers at T = ηE:

dσ = K E^(−1/2) T^(−3/2) dT.

Then

Sn = NK E^(−1/2) ∫ T^(−1/2) dT = 2NK√η,

which is independent of E. Put R = E^q into the unexpanded balance without its source term and without electrons. With t = T/E, the common powers of E cancel, leaving

∫ t^(−3/2) [1 − cos ψ (1 − t)^q] dt = 0, 0 < t < η.

For boron, η = 0.01 gives q = −1.2779 and η = 0.001 gives q = −1.2758. The limiting law is −1.2756. The deviation falls about tenfold with the cap, as expected for an error of first order in η. The power law thus belongs to soft collisions; its value for uncapped collisions is not claimed here.

The range itself also changes. For R = wE with the source restored, the full cap η = γ gives RS/E = 0.490, whereas first order gives 1/(1 + μ/2) = 0.439. The first-order range is 10 % below the unexpanded one in this purely nuclear case.

For the implant, a Monte Carlo calculation keeps the hard collisions. It needs a differential cross-section, which the usual one-variable scaling supplies:

dσ = πA² f(x) dx/x², x = ε√[T/(γE)], f(x) = d[x s(x)]/dx.

This choice reproduces the same nuclear stopping, because T = γE x²/ε² and

∫ T dσ = πA²(γE/ε²) ∫ f dx = πA²γE s(ε)/ε,

with x running from 0 to ε. The scaling is itself an approximation to scattering in the universal potential.

With 20,000 boron ions at 20 keV, the mean depth is 87.1 ± 0.3 nm, where the uncertainty is the standard error. The first-order result is about 6 % lower (5.6 % for this sample). The ions fly 0.272 nm between collisions; halving this length, with new random numbers, shifts the mean by 0.65 nm. The standard error of that difference is about 0.4 nm, so the shift is not clearly separated from noise. The unexpanded balance solved directly with the same cross-section, which has neither noise nor a finite flight length, gives 87.6 nm, about 0.5 nm above the Monte Carlo mean; first order lies 6.1 % below it. The standard deviation of the depths is 41 nm, nearly half the mean, so R alone is a poor description of the profile.

**Beside a real implant**

For boron implanted into silicon at 20 keV, a depth of rough order 0.1 μm is the right scale. The numbers above are model results, and several assumptions move them. A change of the electronic stopping by −20 % or +20 %, everything else fixed, gives a first-order range of 87.4 or 77.9 nm. Either shift is about as large as the error of the first-order expansion. This band does not bound the error against real silicon: the Lindhard–Scharff formula underestimates the electronic stopping of boron in silicon by more than 20 %. Tabulated ranges for 100 keV boron are near 0.3 μm, whereas the model gives 399 nm, 358 nm with Se raised by 20 % and 312 nm with Se raised by 50 %. At 20 keV the 50 % increase gives 72 nm. The model ranges at 50 and 100 keV should therefore not be used as implant data. A real wafer also has a surface. In the Monte Carlo calculation 2.3 % of the ions cross the entrance plane at some time, and the others have a mean depth of 89.5 nm, which is 2.3 nm more than the mean over all ions.

The assumption most seriously broken by a crystalline wafer is randomness. Lindhard's low-energy estimate of the critical angle for channeling along a row with atom spacing d is

ψ1 = √[2Z1Z2e²/(Ed)], ψ2 = √[√3 A ψ1/(√2 d)].

For d = 0.543 nm, the spacing along ⟨100⟩, ψ2 is 3.8° at 20 keV with the ZBL length A used here. Lindhard's estimate is written with a Thomas–Fermi screening length, which gives 4.0° to 4.4° depending on its form. The angle is a scale, not a sharp edge: tilting the wafer well beyond it keeps most of the incident beam outside the acceptance of this ⟨100⟩ axis. Depending on the direction of the tilt, the beam may still enter a planar channel, and ions can also be scattered into channels later. An ion that lost energy to electrons alone, at the Lindhard–Scharff rate, would travel 426 nm, about five times the first-order range. This is only a rough length scale for a channeled tail, because electronic stopping along a channel can differ from that in a random solid. It does not predict the shape of the tail. Accumulating damage, sputtering and diffusion during annealing are also outside the equation.

**Failure modes in use**

- A start at E0 = 0 is impossible on a logarithmic grid. Choose a small positive E0 and state what R0 means. At 10 eV the binary-collision picture is itself doubtful, so R0 is a convention or an estimate.
- A result that changes when R0 changes is not necessarily a coding error. Divide the change in the result by the change in R0 and compare the quotient with D. Because the recurrence is linear, the two must agree to rounding error.
- A starting error that changes sign from node to node indicates ha > 2. Reduce h.
- Convergence in h says nothing about hard collisions. For boron at 20 keV the step error is below 0.001 nm, while the neglected second and higher orders amount to about 5 nm.
- Strong electronic stopping does not make the scheme unstable. It makes a small, so the absolute starting error persists, and the starting value must then be judged against the range required.

The main values of the first-order and Monte Carlo calculations are in the numerical output below.

Computed results

```
Si density 2.33 g/cm3, atoms 49.96 per nm3
Masses B, As, Si: 11.009, 74.922, 28.086 u
Start energy 10 eV, implant 20 keV
B: mu = 2.5512, law exponent -1.2756
B: measured exponent, constant Sn -1.2756, ZBL Sn -1.2756
B: capped-collision exponent, cap 0.01: -1.2779, 0.001: -1.2758
As: mu = 0.3749, law exponent -0.1874
As: measured exponent, constant Sn -0.1874, ZBL Sn -0.1874
As: capped-collision exponent, cap 0.01: -0.1871, 0.001: -0.1874
B, constant Sn = 100 eV/nm: Rp(20 keV) = 87.889 nm
  1 nm start error left at 20 keV: 6.154e-05 nm
  Rp*S/E first order 0.4394, hard collisions 0.4903
ZBL fit, largest deviation from potential: 1.0 %
B 10 eV: Sn 14.25, Se 2.05 eV/nm, local exponent -1.115
B 1000 eV: Sn 80.84, Se 20.54 eV/nm, local exponent -1.017
B 20000 eV: Sn 65.44, Se 91.85 eV/nm, local exponent -0.531
B start error left of 1 nm at 100 eV: 7.696e-02 nm
B start error left of 1 nm at 1000 eV: 6.541e-03 nm
B start error left of 1 nm at 20000 eV: 5.480e-04 nm
As start error left of 1 nm at 100 eV: 6.703e-01 nm
As start error left of 1 nm at 1000 eV: 4.474e-01 nm
As start error left of 1 nm at 20000 eV: 2.665e-01 nm
B first-order Rp at 1 keV: 5.57 nm
B first-order Rp at 5 keV: 21.28 nm
B first-order Rp at 20 keV: 82.26 nm
B first-order Rp at 50 keV: 206.85 nm
B first-order Rp at 100 keV: 398.55 nm
As first-order Rp at 20 keV: 18.91 nm
B 20 keV path length: 148.45 nm
B 20 keV downward collision sum: 82.29 nm
Shift from 800 to 1600 steps: -3.0e-04 nm
Error with 100 steps: trapezoid 2.5e-02, Euler -8.3e-02 nm
Trapezoid error with 200 steps: 6.3e-03 nm
Monte Carlo Rp: 87.14 +- 0.29 nm, 20000 ions
First order relative to Monte Carlo: -5.6 %
Monte Carlo depth spread (std): 40.8 nm
Flight length 0.272 nm; shift on halving 0.65 nm
Ions crossing the surface: 2.3 %
Mean depth of the others: 89.45 nm
Rp with Se -20 %: 87.35 nm, +20 %: 77.85 nm
Axial channeling critical angle: 3.8 deg
Path with electronic loss only: 426 nm
```
